# Transmission distribution of a chaotic cavity with two single-channel leads: test program

```python
"""
Result under test: a chaotic cavity with two ideal single-channel leads has
    P(T) = (beta/2) T**(beta/2 - 1),  0 < T < 1,  cumulative T**(beta/2),
when its scattering matrix S is drawn from the circular ensemble of index beta.
beta = 1: symmetric S; beta = 2: unitary S; beta = 4: self-dual S (4 x 4).
T    : transmission probability (per Kramers pair for beta = 4)
d    : spin dimension kept in S (1, 1, 2); matrix index = spin * sites + site
n    : unit vector with beta + 2 components, S = exp(i eta) (n0 + i H(n))
Delta: mean level spacing of the closed cavity, one spin direction or pair
"""
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(20240611)
BETAS = (1, 2, 4)
SPIN = {1: 1, 2: 1, 4: 2}


def complex_normal(shape):
    return rng.standard_normal(shape) + 1j * rng.standard_normal(shape)


def haar_unitary(count, size):
    q, r = np.linalg.qr(complex_normal((count, size, size)))
    diagonal = np.einsum('aii->ai', r)
    return q * (diagonal / np.abs(diagonal))[:, None, :]


def circular_sample(beta, count):
    u = haar_unitary(count, 2 * SPIN[beta])
    if beta == 2:
        return u
    transposed = np.swapaxes(u, 1, 2)
    if beta == 1:
        return transposed @ u
    j = np.kron(np.array([[0, 1], [-1, 0]]), np.eye(2))
    return (j @ transposed @ j.T) @ u


def transmission(s, d):
    blocks = s.reshape(-1, d, 2, d, 2)
    t = blocks[:, :, 1, :, 0]
    return np.sum(np.abs(t)**2, axis=(1, 2)) / d


def ks_distance(values, beta):
    """Largest gap between empirical and predicted cumulative laws."""
    x = np.sort(values)
    count = len(x)
    law = x**(beta / 2)
    steps = np.arange(count + 1) / count
    return max(np.max(steps[1:] - law), np.max(law - steps[:-1]))


def sphere_coordinates(s, beta):
    """Phase exp(i eta) and unit vector n of each scattering matrix."""
    d = SPIN[beta]
    trace1 = np.einsum('aii->a', s) / d
    trace2 = np.einsum('aij,aji->a', s, s) / d
    phase = np.sqrt((trace1**2 - trace2) / 2)
    m = s.reshape(-1, d, 2, d, 2) / phase[:, None, None, None, None]
    upper = np.einsum('aii->a', m[:, :, 0, :, 0]) / d
    lower = np.einsum('aii->a', m[:, :, 1, :, 1]) / d
    q = m[:, :, 1, :, 0] / 1j
    parts = [((upper + lower) / 2).real, ((upper - lower) / 2).imag,
             q[:, 0, 0].real]
    if beta >= 2:
        parts.append(q[:, 0, 0].imag)
    if beta == 4:
        parts += [q[:, 0, 1].real, q[:, 0, 1].imag]
    return phase, np.stack(parts, axis=1)


def matrix_from_sphere(phase, n, beta):
    d = SPIN[beta]
    count = len(n)
    q = np.zeros((count, d, d), complex)
    a = n[:, 2] + (1j * n[:, 3] if beta >= 2 else 0)
    q[:, 0, 0] = a
    if beta == 4:
        b = n[:, 4] + 1j * n[:, 5]
        q[:, 0, 1] = b
        q[:, 1, 0] = -b.conj()
        q[:, 1, 1] = a.conj()
    h = np.zeros((count, d, 2, d, 2), complex)
    unit = np.eye(d)[None]
    h[:, :, 0, :, 0] = n[:, 1, None, None] * unit
    h[:, :, 1, :, 1] = -n[:, 1, None, None] * unit
    h[:, :, 1, :, 0] = q
    h[:, :, 0, :, 1] = np.swapaxes(q.conj(), 1, 2)
    h = h.reshape(count, 2 * d, 2 * d)
    inner = n[:, 0, None, None] * np.eye(2 * d) + 1j * h
    return phase[:, None, None] * inner


def cavity_sample(beta, count, sites, spacing, coupling):
    """S and trace of the delay matrix from random cavity Hamiltonians.

    coupling = 1 is an ideal contact at the band centre.
    """
    d = SPIN[beta]
    scale = sites * spacing / np.pi          # half of the semicircle radius
    size = d * sites
    leads = [spin * sites + site for spin in range(d) for site in (0, 1)]
    s_all, delay_all = [], []
    batch = 500
    for _ in range(count // batch):
        shape = (batch, sites, sites)
        sigma = np.sqrt(2 * scale**2 / sites / beta)
        if beta == 1:
            x = sigma * rng.standard_normal(shape)
        elif beta == 2:
            x = sigma * complex_normal(shape)
        else:
            a, b = sigma * complex_normal(shape), sigma * complex_normal(shape)
            x = np.concatenate(
                [np.concatenate([a, b], axis=2),
                 np.concatenate([-b.conj(), a.conj()], axis=2)], axis=1)
        h = (x + np.swapaxes(x.conj(), 1, 2)) / 2
        energy = spacing * rng.uniform(-1, 1, batch)
        system = energy[:, None, None] * np.eye(size) - h.astype(complex)
        for index in leads:
            system[:, index, index] += 1j * coupling * scale
        source = np.broadcast_to(np.eye(size, dtype=complex)[:, leads],
                                 (batch, size, 2 * d))
        g = np.linalg.solve(system, source)
        s_all.append(np.eye(2 * d) - 2j * coupling * scale * g[:, leads, :])
        delay_all.append(2 * coupling * scale
                         * np.sum(np.abs(g)**2, axis=(1, 2)))
    return np.concatenate(s_all), np.concatenate(delay_all)


# ---- model cavity: algebra in atomic units, output in eV and angstrom ----
hartree = const.value('Hartree energy in eV')
bohr = const.value('Bohr radius') / const.angstrom
mass, side_A, width_A, energy_eV = 0.1, 2000.0, 200.0, 0.02
side, width, energy = side_A / bohr, width_A / bohr, energy_eV / hartree
threshold = [(j * np.pi / width)**2 / (2 * mass) * hartree for j in (1, 2)]
assert threshold[0] < energy_eV < threshold[1]
spacing_eV = 2 * np.pi / (mass * side**2) * hartree
escape_eV = spacing_eV / np.pi
wave_number = np.sqrt(2 * mass * energy)
transit_eV = wave_number / mass / side * hartree
assert escape_eV < 0.1 * transit_eV

# Mean spacing against an explicit count of hard-wall levels at high energy;
# the boundary correction to the count is about 0.1 percent here.
radius = 2000
nx = np.arange(1, radius)
level_count = np.sum(np.floor(np.sqrt(radius**2 - nx**2)))
top_eV = (np.pi * radius / side)**2 / (2 * mass) * hartree
assert abs(level_count * spacing_eV / top_eV - 1) < 0.005

print(f"effective mass: {mass:.2f} electron masses")
print(f"cavity side: {side_A:.0f} angstrom")
print(f"lead width: {width_A:.0f} angstrom")
print(f"electron energy: {energy_eV:.4f} eV")
print(f"first lead threshold: {threshold[0]:.5f} eV")
print(f"second lead threshold: {threshold[1]:.5f} eV")
print(f"mean level spacing Delta: {spacing_eV:.3e} eV")
print(f"escape energy Delta/pi: {escape_eV:.3e} eV")
print(f"transit energy v/L: {transit_eV:.3e} eV")
print(f"transit/escape ratio: {transit_eV / escape_eV:.1f}")

# ---- the three circular ensembles ----
samples = 100000
quantum_uS = 2 * const.e**2 / const.h * 1e6
print(f"conductance unit 2e^2/h: {quantum_uS:.3f} microsiemens")
print(f"scattering matrices per ensemble: {samples}")
for beta in BETAS:
    d, dim = SPIN[beta], beta + 2
    s = circular_sample(beta, samples)
    t = transmission(s, d)

    # Every sampled S must be recovered from its phase and real unit vector.
    phase, n = sphere_coordinates(s, beta)
    assert np.max(np.abs(np.sum(n**2, axis=1) - 1)) < 1e-9
    assert np.max(np.abs(matrix_from_sphere(phase, n, beta) - s)) < 1e-9
    # Isotropy: second and fourth moments of a uniform unit vector.
    # Statistical errors are near 0.001.
    second = n.T @ n / samples
    assert np.max(np.abs(second - np.eye(dim) / dim)) < 0.006
    fourth = np.mean(n**4, axis=0)
    assert np.max(np.abs(fourth - 3 / (dim * (dim + 2)))) < 0.006

    # Metric: small displacement of S against displacement of (eta, n).
    trial, eps = 200, 1e-5
    base = n[:trial]
    move = rng.standard_normal((trial, dim))
    move -= np.sum(move * base, axis=1)[:, None] * base
    turn = rng.standard_normal(trial)
    moved = base + eps * move
    moved /= np.linalg.norm(moved, axis=1)[:, None]
    shifted = matrix_from_sphere(phase[:trial] * np.exp(1j * eps * turn),
                                 moved, beta)
    length2 = np.sum(np.abs(shifted - s[:trial])**2, axis=(1, 2)) / eps**2
    expected = 2 * d * (turn**2 + np.sum(move**2, axis=1))
    assert np.max(np.abs(length2 / expected - 1)) < 1e-3

    # Distribution: bound exceeded by chance with probability near 1e-4.
    gap = ks_distance(t, beta)
    assert gap < 2.2 / np.sqrt(samples)
    wrong = min(ks_distance(t, other) for other in BETAS if other != beta)
    assert wrong > 0.2
    mean = beta / (beta + 2)
    variance = 4 * beta / ((beta + 2)**2 * (beta + 4))
    assert abs(t.mean() - mean) < 0.005
    assert abs(t.var() - variance) < 0.003
    low, high = 0.1**(beta / 2), 1 - 0.9**(beta / 2)
    print(f"beta={beta} mean T: law {mean:.4f}, sampled {t.mean():.4f}")
    print(f"beta={beta} var T: law {variance:.4f}, sampled {t.var():.4f}")
    print(f"beta={beta} Prob(T<0.1): law {low:.4f}, "
          f"sampled {np.mean(t < 0.1):.4f}")
    print(f"beta={beta} Prob(T>0.9): law {high:.4f}, "
          f"sampled {np.mean(t > 0.9):.4f}")
    print(f"beta={beta} largest cumulative gap: {gap:.4f}; "
          f"nearest wrong class: {wrong:.4f}")
    print(f"beta={beta} mean conductance: {mean * quantum_uS:.2f} microsiemens")

# ---- random cavity Hamiltonians, an independent source of S ----
sites, cavities = 40, 4000
print(f"Hamiltonian model: {sites} levels, {cavities} cavities per class")
for beta in BETAS:
    d = SPIN[beta]
    s, delay = cavity_sample(beta, cavities, sites, spacing_eV, 1.0)
    defect = np.swapaxes(s.conj(), 1, 2) @ s - np.eye(2 * d)
    assert np.max(np.abs(defect)) < 1e-8
    t = transmission(s, d)
    gap = ks_distance(t, beta)
    # Sampling noise up to 0.035 plus finite-size corrections of order 1/sites.
    assert gap < 0.045
    # Inverse mean delay per channel; long-delay tails make this average noisy.
    inverse_delay = 2 * d / delay.mean()
    assert abs(inverse_delay / escape_eV - 1) < 0.15
    print(f"beta={beta} Hamiltonian mean T: {t.mean():.4f}; "
          f"cumulative gap: {gap:.4f}")
    print(f"beta={beta} inverse mean delay: {inverse_delay:.3e} eV")

# Contacts with barriers must violate the law.
weak = 0.1
s, _ = cavity_sample(2, cavities, sites, spacing_eV, weak)
t = transmission(s, 1)
gap = ks_distance(t, 2)
assert gap > 0.1
average_s = np.mean(s[:, 0, 0])
transparency = 4 * weak / (1 + weak)**2
assert abs(1 - abs(average_s)**2 - transparency) < 0.06
print(f"barrier contacts, beta=2, transparency: {transparency:.4f}")
print(f"barrier contacts mean T: {t.mean():.4f}; cumulative gap: {gap:.4f}")

print("success")
```

It prints:

```
effective mass: 0.10 electron masses
cavity side: 2000 angstrom
lead width: 200 angstrom
electron energy: 0.0200 eV
first lead threshold: 0.00940 eV
second lead threshold: 0.03760 eV
mean level spacing Delta: 1.197e-04 eV
escape energy Delta/pi: 3.810e-05 eV
transit energy v/L: 8.729e-04 eV
transit/escape ratio: 22.9
conductance unit 2e^2/h: 77.481 microsiemens
scattering matrices per ensemble: 100000
beta=1 mean T: law 0.3333, sampled 0.3330
beta=1 var T: law 0.0889, sampled 0.0885
beta=1 Prob(T<0.1): law 0.3162, sampled 0.3148
beta=1 Prob(T>0.9): law 0.0513, sampled 0.0512
beta=1 largest cumulative gap: 0.0025; nearest wrong class: 0.2505
beta=1 mean conductance: 25.83 microsiemens
beta=2 mean T: law 0.5000, sampled 0.5008
beta=2 var T: law 0.0833, sampled 0.0832
beta=2 Prob(T<0.1): law 0.1000, sampled 0.0990
beta=2 Prob(T>0.9): law 0.1000, sampled 0.1005
beta=2 largest cumulative gap: 0.0021; nearest wrong class: 0.2501
beta=2 mean conductance: 38.74 microsiemens
beta=4 mean T: law 0.6667, sampled 0.6674
beta=4 var T: law 0.0556, sampled 0.0554
beta=4 Prob(T<0.1): law 0.0100, sampled 0.0098
beta=4 Prob(T>0.9): law 0.1900, sampled 0.1892
beta=4 largest cumulative gap: 0.0030; nearest wrong class: 0.2505
beta=4 mean conductance: 51.65 microsiemens
Hamiltonian model: 40 levels, 4000 cavities per class
beta=1 Hamiltonian mean T: 0.3422; cumulative gap: 0.0183
beta=1 inverse mean delay: 4.079e-05 eV
beta=2 Hamiltonian mean T: 0.4972; cumulative gap: 0.0101
beta=2 inverse mean delay: 3.867e-05 eV
beta=4 Hamiltonian mean T: 0.6650; cumulative gap: 0.0097
beta=4 inverse mean delay: 3.875e-05 eV
barrier contacts, beta=2, transparency: 0.3306
barrier contacts mean T: 0.1352; cumulative gap: 0.5970
success
```
